# Response of a Uniform Step Train to a Modulated Flux

## The decision

Suppose a growth calculation has a static formula for the step velocity, and the beam is now modulated at angular frequency $\omega$. One must decide which symbols in the formula become complex. The static law of Burton-Cabrera-Frank theory can be written in two equal ways, and replacing the diffusion length alone is right in one and wrong in the other. In the example below the wrong choice gives a velocity amplitude of 328 nm/s where the model gives 51.6 nm/s.

The result is as follows. Let the flux be $F(t)=F_0+\mathrm{Re}[F_1e^{i\omega t}]$. The step velocity is then $v(t)=v_0+\mathrm{Re}[v_1e^{i\omega t}]$ with

$$v_0=2\Omega x_s\left(F_0-\frac{n_{eq}}{\tau}\right)\tanh\frac{L}{2x_s},\qquad x_s=\sqrt{D\tau},$$

$$v_1=2\Omega\lambda F_1\tanh\frac{L}{2\lambda},\qquad \lambda=\sqrt{\frac{D}{1/\tau+i\omega}} .$$

Here $D$ is the adatom diffusion coefficient, $\tau$ the adatom lifetime before desorption, $L$ the step spacing, $\Omega$ the area per atom of the growing layer, and $n_{eq}$ the adatom density in equilibrium with a step. The mean velocity keeps the real length $x_s$; the oscillating part alone takes $\lambda$.

## The model

The steps are straight and parallel, and all move with the same velocity $v(t)$, so the spacing stays $L$. Whether such a train is stable is a separate question, not treated here. No islands form on the terraces. Each step is absorbing: it exchanges atoms so fast that $n=n_{eq}$ at its edge on both sides. The temperature, and with it $D$, $\tau$ and $n_{eq}$, is constant.

Let $x$ be the distance ahead of a step that moves towards positive $x$. The terrace is $0<x<L$. At a fixed point of the surface, $x$ decreases at the rate $v$, so the time derivative there is $\partial_t n-v\,n'$, where the prime means $\partial/\partial x$. Diffusion, desorption and deposition then give

$$\partial_t n=Dn''+v\,n'-\frac n\tau+F(t).$$

In this frame the adatom current is $-Dn'-vn$. The step receives $Dn'(0)+vn(0)$ from the terrace ahead. From the terrace behind, which by periodicity has the same profile, it receives $-Dn'(L)-vn(L)$. An advance at velocity $v$ uses $v/\Omega$ atoms per unit length and time. Since $n(0)=n(L)=n_{eq}$, the two terms in $vn$ cancel, and

$$v=\Omega D\,[\,n'(0)-n'(L)\,].$$

Now put $n=n_{eq}+m$. The constant $n_{eq}$ has no derivatives, so it survives in the desorption term alone:

$$\partial_t m=Dm''+v\,m'-\frac m\tau+F(t)-\frac{n_{eq}}{\tau},\qquad m(0)=m(L)=0.$$

The equilibrium desorption flux $n_{eq}/\tau$ is constant in time. It is subtracted from the mean flux and does not touch $F_1$.

## Why the motion of the step may be dropped

The term $v\,m'$ makes the problem nonlinear, because $v$ depends on $m$. Its size relative to diffusion is the Péclet number $P=vL/D$. Expand in this term: $m=m^{(0)}+m^{(1)}+\dots$, with $m^{(0)}$ the solution without it.

Measure position from mid-terrace, $y=x-L/2$. The flux is uniform and the two edges are alike, so $m^{(0)}$ is even in $y$. The first correction obeys

$$\partial_t m^{(1)}=Dm^{(1)\prime\prime}-\frac{m^{(1)}}{\tau}+v^{(0)}m^{(0)\prime}.$$

The derivative of an even function is odd, so the source is odd. Once the initial transient has died out, $m^{(1)}$ is odd too, and its slope is even. Hence $m^{(1)\prime}(0)=m^{(1)\prime}(L)$, and the difference of slopes that sets the velocity is unchanged. Motion of the step shifts atoms from one of its sides to the other, but at first order it does not alter their sum.

For absorbing steps the relative correction to the velocity is therefore of order $P^2$. From here on $v\,m'$ is left out. The remaining problem is linear, so the mean and the oscillation can be solved separately.

## The mean velocity

Let $f=F_0-n_{eq}/\tau$ be the net mean flux. The steady equation is $Dm_0''-m_0/\tau+f=0$. A particular solution is the constant $f\tau$. The even solution of the homogeneous equation is $\cosh(y/x_s)$, since $x_s^2=D\tau$. Making $m_0$ vanish at $y=\pm L/2$ gives

$$m_0=f\tau\left[1-\frac{\cosh(y/x_s)}{\cosh(L/2x_s)}\right],\qquad
m_0'=-\frac{f\tau}{x_s}\,\frac{\sinh(y/x_s)}{\cosh(L/2x_s)} .$$

At $y=-L/2$ the slope is $+(f\tau/x_s)\tanh(L/2x_s)$, and at $y=+L/2$ it is the negative of this. The difference is twice the first value:

$$v_0=\frac{2\Omega D\tau f}{x_s}\tanh\frac{L}{2x_s}=2\Omega x_sf\tanh\frac{L}{2x_s}.$$

The last step uses $D\tau=x_s^2$. The two forms are equal here, and they part company once the flux oscillates.

## The oscillating velocity

Write the oscillating density as $\mathrm{Re}[m_1(y)e^{i\omega t}]$. The time derivative becomes a factor $i\omega$, which joins the desorption rate:

$$Dm_1''-s\,m_1+F_1=0,\qquad s=\frac1\tau+i\omega,\qquad \lambda^2=\frac Ds .$$

The particular solution is $F_1/s=F_1\lambda^2/D$. With $m_1=0$ at the edges,

$$m_1=\frac{F_1\lambda^2}{D}\left[1-\frac{\cosh(y/\lambda)}{\cosh(L/2\lambda)}\right].$$

The slope at $y=\mp L/2$ is $\pm(F_1\lambda/D)\tanh(L/2\lambda)$. Multiplying the difference by $\Omega D$ gives

$$v_1=2\Omega\lambda F_1\tanh\frac{L}{2\lambda}.$$

We take the root with $\mathrm{Re}\,\lambda>0$. The other root gives the same velocity, because $\lambda\tanh(L/2\lambda)$ does not change when $\lambda$ changes sign.

The rule can now be stated with its condition. Replacing $x_s$ by $\lambda$ is right in the form $2\Omega x_sF\tanh(L/2x_s)$, where $\tau$ no longer appears by itself. In the form with the prefactor $D\tau/x_s$, the lifetime must be replaced as well, $\tau\to1/s$. If it is left alone, the prefactor becomes

$$\frac{D\tau}{\lambda}=\frac{\lambda^2s\,\tau}{\lambda}=\lambda(1+i\omega\tau),$$

which is too large by the factor $1+i\omega\tau$.

The meaning of $\lambda$ can be read from the profile near a step. When $|\lambda|\ll L$, so that the other edge is out of reach, the disturbance caused by the step varies there as $e^{i\omega t-x/\lambda}$. Since $1/\lambda=\sqrt{s/D}$ has positive real and imaginary parts, this is a damped wave that runs from the step into the terrace. In this range the length $|\lambda|$ sets the scale of the strip from which a step collects the modulated part of the flux. It shrinks as the frequency rises, because atoms that land far away arrive spread over more than one period.

A periodic flux of any shape is covered by the same result, as long as the assumptions of the model hold throughout the period. Expand the flux in harmonics $F_ke^{ik\omega t}$, apply the formula to each with $\omega$ replaced by $k\omega$, and add the velocities. A beam switched fully on and off can violate the assumption that no islands form, as the example will show.

## The same response as a sum of decays

A second form shows how the response depends on time. On $0<x<L$ the constant 1 has the sine series

$$1=\sum_{j\ \mathrm{odd}}\frac{4}{j\pi}\sin\frac{j\pi x}{L}.$$

Each sine vanishes at both edges, and the operator $-D\,\partial_x^2+s$ multiplies it by $r_j+i\omega$, where

$$r_j=D\left(\frac{j\pi}{L}\right)^2+\frac1\tau .$$

The density is therefore $m_1=F_1\sum 4\sin(j\pi x/L)/[j\pi(r_j+i\omega)]$. For odd $j$ the slope of $\sin(j\pi x/L)$ is $j\pi/L$ at $x=0$ and $-j\pi/L$ at $x=L$. Each term thus contributes a slope difference $8/[L(r_j+i\omega)]$, and

$$\frac{v_1}{\Omega F_1}=\frac{8D}{L}\sum_{j\ \mathrm{odd}}\frac{1}{r_j+i\omega}.$$

Two facts follow.

First, the amplitude falls steadily with frequency. In $|v_1|^2$ the terms $j$ and $k$ combine, after the imaginary parts cancel in pairs, to multiples of

$$\frac{ab+z}{(a^2+z)(b^2+z)},\qquad a=r_j,\quad b=r_k,\quad z=\omega^2 .$$

The logarithmic derivative with respect to $z$ is

$$\frac1{ab+z}-\frac1{a^2+z}-\frac1{b^2+z}.$$

Let $a\le b$. Then $ab\ge a^2$, the first fraction is no larger than the second, and the whole is negative. Every term falls, so the sum falls. In this model no frequency gives a resonance.

Second, since $1/(r_j+i\omega)=\int_0^\infty e^{-r_jt}e^{-i\omega t}dt$, a short pulse of flux at $t=0$ gives a velocity proportional to $\sum_j e^{-r_jt}$. This is the distribution of times between landing and capture, for the atoms that are captured.

## Slow modulation

For small $\omega$ the response is the static one with a delay $T$, so that $v_1\simeq v_1(0)(1-i\omega T)$. Since $\omega$ enters through $s$ alone, $T=-d\ln G/ds$ at $s=1/\tau$, with $G=2\lambda\tanh u$ and $u=L/2\lambda$.

From $\lambda=\sqrt{D/s}$ we have $d\lambda/ds=-\lambda/2s$, and from the definition of $u$, $du/d\lambda=-u/\lambda$. Then

$$\frac{dG}{d\lambda}=2\tanh u-\frac{2u}{\cosh^2u},\qquad
\frac{d\ln G}{ds}=-\frac{1}{2s}\left[1-\frac{u}{\sinh u\cosh u}\right].$$

With $\sinh u\cosh u=\tfrac12\sinh2u$, and $2u=L/x_s$ at $s=1/\tau$,

$$T=\frac\tau2\left[1-\frac{L/x_s}{\sinh(L/x_s)}\right].$$

By the pulse picture, $T$ is the mean time from landing to capture. For $q=L/x_s\ll1$ we use $q/\sinh q\simeq1-q^2/6$ and find $T\simeq\tau q^2/12=L^2/12D$: the lifetime drops out, and diffusion across the terrace sets the delay. For $q\gg1$ the delay tends to $\tau/2$. At given $L$ and $D$, desorption shortens the delay, because it multiplies the distribution of arrival times by $e^{-t/\tau}$ and so removes late arrivals more than early ones.

The static law may be used for a modulated beam when $\omega T\ll1$.

## Fast modulation

When $\omega\tau\gg1$ and $|\lambda|\ll L$, we have $\lambda\to\sqrt{D/i\omega}$ and $\tanh(L/2\lambda)\to1$. Hence

$$v_1\to2\Omega F_1\sqrt{\frac D\omega}\,e^{-i\pi/4}.$$

The amplitude falls as $\omega^{-1/2}$ and the velocity lags the flux by 45°. Neither $L$ nor $\tau$ matters, since each step collects the modulation from a narrow strip on either side. In this range the amplitude would give $D$ directly, if it could be measured and the steps still absorbed well enough. Measuring it is hard: the step displacement $|v_1|/\omega$ falls as $\omega^{-3/2}$, and in the example below it is only 0.03 nm at 100 Hz.

## When attachment takes time

Let atoms attach at a finite rate, with the same constant $k$ on both sides of the step. The edge condition becomes $Dm_1'=km_1$ at $x=0$ and $-Dm_1'=km_1$ at $x=L$. Define the attachment length $d=D/k$, which is zero for an absorbing step. The even solution is

$$m_1=\frac{F_1\lambda^2}{D}\left[1-A\cosh\frac y\lambda\right].$$

At $y=L/2$ the condition reads $(d/\lambda)A\sinh u=1-A\cosh u$, so $A=1/[\cosh u+(d/\lambda)\sinh u]$. The slope difference is $2(F_1\lambda/D)A\sinh u$, and therefore

$$v_1=\frac{2\Omega F_1\lambda\tanh u}{1+(d/\lambda)\tanh u}.$$

The correction is governed by $(d/\lambda)\tanh u$, which becomes $d/\lambda$ when $|\lambda|\ll L$. A step that absorbs well in steady growth may therefore do so poorly under fast modulation. When $|\lambda|\ll d$ and $|\lambda|\ll L$, the velocity tends to $2\Omega F_1\lambda^2/d=2\Omega F_1k/s$. For $\omega\tau\gg1$ its lag approaches 90° and its amplitude falls as $1/\omega$: the 45° law has ended.

With finite $d$ the terms $v\,n_{eq}$ enter the edge conditions, and the relative correction from step motion becomes of first order in $P$ even for equal rates; it is sized in the example. If the two sides attach at different rates, the profile is no longer even. The parity argument for dropping the step motion then fails, and this formula does not apply.

## Example: very flat Si(111) near 1500 K

At this temperature silicon adatoms desorb at a rate that matters. Rough values are $D=10^9$ nm²/s, $\tau=0.1$ s and $n_{eq}=2$ nm⁻². The step is one bilayer high, and the lattice constant gives $\Omega=0.0639$ nm² per atom of the bilayer. We take $L=10000$ nm, $F_0=20.2$ nm⁻² s⁻¹, $F_1=0.1$ nm⁻² s⁻¹ and a frequency of 10 Hz.

**Mean.** The diffusion length is $x_s=\sqrt{10^9\times0.1}=10000$ nm, so $L/2x_s=0.5$. The equilibrium desorption flux is $2/0.1=20$ nm⁻² s⁻¹, which leaves a net flux of 0.2 nm⁻² s⁻¹. The static capture length is $2x_s\tanh0.5=9242$ nm, and

$$v_0=0.0639\times0.2\times9242=118\ \text{nm/s}.$$

**Oscillation.** With $\omega=62.83$ s⁻¹ we have $\omega\tau=6.283$, and

$$\lambda=\sqrt{\frac{10^9}{10+62.83i}}=3016-2574i\ \text{nm},\qquad |\lambda|=3965\ \text{nm}.$$

Then $L/2\lambda=0.959+0.819i$, whose hyperbolic tangent is $0.9765+0.2924i$. The complex capture length is

$$2(3016-2574i)(0.9765+0.2924i)\simeq7394-3263i\ \text{nm}.$$

Multiplying its modulus by $\Omega F_1$ gives $|v_1|=51.6$ nm/s. The lag is $\arctan(3263/7394)=23.8°$, or 6.6 ms. The static law would give 59.0 nm/s in phase with the flux, so at 10 Hz the amplitude is 0.87 of the static one.

If $x_s$ alone is replaced in the form with $D\tau/x_s$, the amplitude comes out as 328 nm/s, too large by $|1+6.283i|=6.36$. This exceeds the static response, which the falling amplitude shown above forbids.

The step position oscillates with amplitude $51.6/62.83=0.82$ nm. That is a few atomic distances, so it has meaning as an average along a long piece of step.

With all other inputs fixed, the response varies with frequency as follows.

| $f$ (Hz) | $\lvert\lambda\rvert$ (nm) | $\lvert v_1\rvert$ (nm/s) | lag (deg) |
|---:|---:|---:|---:|
| 0 | 10000 | 59.0 | 0 |
| 1 | 9202 | 58.9 | 2.7 |
| 3 | 6846 | 58.2 | 8.0 |
| 10 | 3965 | 51.6 | 23.8 |
| 30 | 2302 | 32.0 | 42.7 |
| 100 | 1261 | 16.0 | 44.8 |
| 1000 | 399 | 5.1 | 45.0 |

At 3 Hz the amplitude has hardly changed, while the lag is already 8°. This is the slow limit: the phase is of first order in $\omega$, the loss of amplitude of second order. The delay formula gives $T=7.5$ ms, against $L^2/12D=8.3$ ms without desorption. From 100 to 1000 Hz the amplitude falls by a factor close to $\sqrt{10}$, as the fast limit requires.

## What the model leaves out here

**Attachment.** At constant temperature this is the largest of the effects sized here. The length $d$ is not well known to us, so we take 500 nm as a trial value. The static response is then multiplied by 0.977 and the 10 Hz amplitude by 0.930, while the lag rises from 23.8° to 29.6°. The faster rows of the table would change more: the amplitude is multiplied by 0.85 at 30 Hz, 0.76 at 100 Hz and 0.48 at 1000 Hz, and in all three the lag exceeds 45°.

**Step motion and drift.** The Péclet number $v_0L/D$ is $1.2\times10^{-3}$. To size the second-order effect, the equations with $v\,m'$ retained were solved by Chebyshev collocation at a Péclet number near 0.2, and the change in $v_1$ was scaled down with $P^2$. It is about $3\times10^{-8}$ of $v_1$. A heating current across the steps adds a constant adatom drift, which enters the equation as $v$ does and, for absorbing steps, is also of second order. For a rough effective charge of $0.1e$ and a field of 5 V/cm, the drift number $qEL/k_BT$ is $3.9\times10^{-3}$, and the same method gives, for drift alone, a change of about $10^{-7}$ of $v_1$. These two figures hold for absorbing steps. With the trial $d$ of 500 nm the terms in $n_{eq}$ no longer cancel at the step edges, and the changes grow to about $10^{-5}$ from step motion and $3\times10^{-5}$ from drift, both now of first order, in $P$ and in the drift number; the drift acts at first order only together with step motion. Both are still negligible.

**Supersaturation and islands.** The excess density is greatest at mid-terrace. For absorbing steps it stays below its steady value at the peak flux, $0.3\times0.1\,(1-1/\cosh0.5)=0.0034$ nm⁻², which is 0.17% of $n_{eq}$. The trial $d$ of 500 nm would raise this bound to 0.0040 nm⁻², or 0.20%, which does not alter the conclusion below. If $D$ varies with density on the scale of $n_{eq}$, its change is of this order.

An island of radius $r$ costs $2\pi r\beta-\pi r^2\Delta\mu/\Omega$, with $\beta$ the step free energy per length and $\Delta\mu=k_BT\ln(1+0.0017)$ for an ideal adatom gas. The maximum lies at $r=\beta\Omega/\Delta\mu$ and equals $\pi\beta^2\Omega/\Delta\mu$. A rough $\beta=0.15$ eV/nm gives $r=44$ nm and a barrier of about 160 $k_BT$, so islands can be ignored. The barrier goes as $\beta^2$, however, and as the inverse of the supersaturation when that is small. The margin is modest. With an attempt rate $Dn_{eq}^2$ per area, an upper estimate, islands are excluded only while the barrier exceeds about 45 $k_BT$. Halving $\beta$ (40 $k_BT$), or raising the peak net flux from 0.3 to about 1 nm⁻² s⁻¹, would remove this margin. So would a beam of the same mean flux switched fully on and off at 10 Hz: the formula then puts the supersaturation at mid-terrace at about ±11%, which lowers the barrier to between 2 and 3 $k_BT$. The critical radius is then below 1 nm, so the barrier is only indicative, but it is clearly small: islands would form in one half of the period and pits in the other, and the model would not apply.

**The real surface.** A spacing of 10000 nm with bilayer steps means a miscut of 0.0018°, far below that of an ordinary wafer; such terraces need specially prepared areas. The flux of about $2\times10^{15}$ cm⁻² s⁻¹ would grow 0.4 nm per second if nothing desorbed; here nearly all of it serves to balance desorption. The example is therefore very sensitive to temperature: for a rough activation energy of 4 to 4.6 eV the desorption flux changes by about 2% per kelvin, so about 0.2 K shifts it by as much as $F_1$, and 0.4 to 0.5 K cancels the net mean flux. The equilibrium coverage $\Omega n_{eq}=0.13$ is not dilute, so $D$ must be read as the collective diffusion coefficient at that coverage. For closer steps at the same $D$, $T$ falls roughly as $L^2$, and the static law serves up to higher frequencies, as long as $6d\ll L$. Otherwise attachment adds a delay of about $Ld/2D$, which falls only as $L$: with $d=500$ nm and $L=1000$ nm, $T$ is 0.33 ms instead of 0.08 ms.
